# The Arrhenius slope of small-polaron mobility is not the hopping barrier

## The argument under comment

The argument concerns electrons that move through an oxide as small polarons, by nonadiabatic hops between equivalent cation sites. It runs as follows. Thirteen mobilities between 600 and 1200 K, equally spaced in $1/T$, are plotted as $\ln\mu$ against $1/T$. They fall on a line with $R^2=0.9988$ and a slope corresponding to 0.294 eV. The exponential dominates the temperature dependence, and the straightness of the plot shows that the prefactor does not matter. The hopping barrier is therefore 0.294 eV, and the reorganization energy, four times the barrier, is 1.18 eV.

The fit is sound, but the last inference is not. The thirteen values are model data, computed from a hopping law with a barrier of 0.400 eV. The argument has lost more than a quarter of it, without any scatter in the data. I derive the mobility below to find where the missing energy went, and then ask when the correction itself needs correcting.

## The hop rate

Let one vibrational coordinate $q$ describe the lattice distortion around two neighbouring sites. With the carrier on site 1 or site 2 the energy is

$$U_1=\lambda q^2,\qquad U_2=\lambda(1-q)^2 ,$$

where $\lambda$ is the reorganization energy. The gap is $X=U_2-U_1=\lambda(1-2q)$. It vanishes at $q=1/2$, where both energies equal $E_a=\lambda/4$. This is the barrier.

Assume that the electronic coupling $J$ between the sites is weak enough for second-order perturbation theory, and that the lattice moves classically. At a fixed gap the golden rule gives the rate $(2\pi J^2/\hbar)\,\delta(X)$. Averaging over the thermal distribution in well 1,

$$P(q)=\sqrt{\frac{\lambda}{\pi kT}}\;e^{-\lambda q^2/kT},$$

gives $\langle\delta(X)\rangle=P(1/2)/|dX/dq|$ with $|dX/dq|=2\lambda$. Since $\sqrt{\lambda/\pi kT}/(2\lambda)=1/\sqrt{4\pi\lambda kT}$,

$$w=\frac{2\pi J^2}{\hbar}\,\frac{1}{\sqrt{4\pi\lambda kT}}\;e^{-E_a/kT}. \tag{1}$$

The factor $T^{-1/2}$ is the height of a normalized Gaussian that broadens on heating. Its effect on the slope has a direct meaning. With $\beta=1/kT$ the rate is proportional to $e^{-\beta E_a}/Z$, where $Z=\int e^{-\beta U_1}dq$, so

$$-\frac{d\ln w}{d\beta}=E_a+\frac{d\ln Z}{d\beta}=E_a-\langle U_1\rangle=E_a-\tfrac12 kT. \tag{2}$$

The slope measures the energy at the crossing minus the mean energy the coordinate already has in the well. By equipartition that mean is $kT/2$.

## From rate to mobility

Apply a field $F$ along $x$ to a carrier of charge $e$; for a negative carrier the drift reverses and the mobility is the same. A hop by $\mathbf d$ changes the site energy by $\Delta=-eFd_x$. Adding $\Delta$ to $U_2$ moves the crossing to $q=(\lambda+\Delta)/2\lambda$, at energy $(\lambda+\Delta)^2/4\lambda$. Hence

$$w(\Delta)=\frac{2\pi J^2}{\hbar\sqrt{4\pi\lambda kT}}\exp\!\left[-\frac{(\lambda+\Delta)^2}{4\lambda kT}\right],\qquad \left.\frac{d\ln w}{d\Delta}\right|_0=-\frac{1}{2kT}. \tag{3}$$

To first order $w(\Delta)=w\,(1+eFd_x/2kT)$. Let the carriers be dilute, so that target sites are empty, and the sites equivalent, so that all are equally occupied. The drift velocity is then

$$v=\sum_{\mathbf d}d_x\,w(\Delta)=w\sum_{\mathbf d}d_x+\frac{eFw}{2kT}\sum_{\mathbf d}d_x^2 .$$

The first sum vanishes by symmetry. On an fcc lattice with hop length $a$, eight of the twelve neighbours have $d_x=\pm a/\sqrt2$ and four have $d_x=0$, so the second sum is $4a^2$. Therefore

$$\mu=\frac vF=\frac{2ea^2w}{kT}=\frac{2\sqrt\pi\,e a^2J^2}{\hbar\sqrt\lambda\,(kT)^{3/2}}\;e^{-E_a/kT}. \tag{4}$$

The additional $1/T$ comes from the bias: a given field makes forward and backward hops less unequal when $kT$ is larger.

## The missing energy

Take $a$, $J$ and $\lambda$ independent of temperature. Equation (4) gives $\ln\mu=\text{const}+\tfrac32\ln\beta-\beta E_a$, and the local Arrhenius energy is

$$E_{\rm app}\equiv-\frac{d\ln\mu}{d\beta}=E_a-\tfrac32kT. \tag{5}$$

One third of the shift is the thermal energy in (2), and two thirds come from the conversion of a rate into a mobility. The relative shift, $3kT/2E_a$, becomes small on cooling, but there the classical treatment of the lattice fails. In the opposite direction (5) vanishes at $kT=2E_a/3$, where the model mobility has its maximum. For $E_a=0.40$ eV that is above 3000 K, so the mobility still rises throughout the range of the data.

A measured slope covers an interval. For the chord between $T_1$ and $T_2$, subtract the two values of $\ln\mu$ and divide by $\beta_1-\beta_2$:

$$E_{\rm chord}=\frac{\ln\mu(T_2)-\ln\mu(T_1)}{\beta_1-\beta_2}=E_a-\tfrac32kT_L,\qquad T_L=\frac{\ln(T_2/T_1)}{1/T_1-1/T_2}. \tag{6}$$

## The numbers in the disputed case

The data were computed with $E_a=0.40$ eV ($\lambda=1.60$ eV), $J=0.02$ eV and $a=0.38$ nm. At 1000 K, $kT=0.0862$ eV. In (1), $2\pi J^2/\hbar=3.82\times10^{12}$ eV/s, the square root is 1.316 eV and the exponential is $9.64\times10^{-3}$, so $w=2.80\times10^{10}$ s$^{-1}$. Equation (4) then gives

$$\mu=\frac{2\,(0.38\times10^{-9}\,\text{m})^2\,(2.80\times10^{10}\,\text{s}^{-1})}{0.0862\ \text{V}}=9.4\times10^{-8}\ \text{m}^2/\text{Vs},$$

or $9.4\times10^{-4}$ cm$^2$/Vs.

The rate has a slope of 0.357 eV, which is 0.400 less 0.043 eV. The mobility has a slope of 0.271 eV, which is 0.400 less 0.129 eV. At 600 and 1200 K the local slopes are 0.322 and 0.245 eV, so no single activation energy describes the whole interval. Equation (6) gives $T_L=832$ K and a chord energy of 0.292 eV, close to the fitted 0.294 eV.

The argument's strongest point is the straight plot. The curvature is real: $d^2\ln\mu/d\beta^2=-3/(2\beta^2)$. Let $\beta_m$ be the midpoint of the interval. For a factor of two in temperature, the ends lie at $\beta-\beta_m=\pm\beta_m/3$, where the quadratic term in $\ln\mu$ is $-\tfrac34(1/3)^2=-0.083$. A least-squares line through densely spaced points absorbs the mean of this parabola, one third of its end value, and leaves about $-0.056$ at the ends from this term; the higher terms make the residual larger at the hot end and smaller at the cold end. The largest residual in the actual fit is 0.061 in magnitude. Scatter of some 6% in mobility is thus as large as the bend and will usually mask it, while the slope is wrong by 27% of the barrier. Straightness shows that $\ln\beta$ is nearly linear over the interval; it does not show that its slope is zero.

The remedy is to plot $\ln(\mu T^{3/2})$. This returns 0.400 eV. Since the data obey (4), that outcome confirms the analysis and says nothing about a real oxide. Plotting $\ln(\mu T)$ removes the factor from the bias alone and gives 0.365 eV, with the $kT/2$ of equation (2) still missing.

## What the misreading does to other quantities

Suppose that the slope at 1000 K, 0.271 eV, is inserted in (1) as a barrier, with $J$ fixed and $\lambda$ replaced by $4E_{\rm app}$. The prefactor is then counted twice, once in the slope and once explicitly. The predicted mobility is too large by

$$\sqrt{\frac{E_a}{E_{\rm app}}}\;e^{(E_a-E_{\rm app})/kT}=\sqrt{\frac{0.400}{0.271}}\;e^{3/2}=5.4 .$$

If $J$ is instead adjusted to reproduce the mobility, $J^2$ comes out too small by this factor, and $J$ by a factor of 2.3. An error in the barrier can thus pass for weak electronic coupling.

Extrapolation needs separate care. At 300 K the fitted line gives $3.3\times10^{-7}$ cm$^2$/Vs, which is 2.9 times the classical value of $1.1\times10^{-7}$. With quantized phonons of 0.05 eV, the same model gives $3.7\times10^{-7}$. The line lies near this last value because two unrelated errors, a neglected curvature and a neglected quantum effect, happen to have similar size here. The agreement does not support the line.

## First limit: quantum phonons

Replace the classical coordinate by an oscillator of frequency $\omega$, with ladder operators $b,b^\dagger$. The hop displaces it by $g$ in units of $b$, at an energy cost $\hbar\omega g^2=\lambda$, so define $S=g^2=\lambda/\hbar\omega$. With $A=g(b^\dagger-b)$, the golden rule in time form is

$$w_q=\frac{J^2}{\hbar^2}\int dt\,\big\langle e^{A(t)}e^{-A(0)}\big\rangle .$$

The commutator $[A(t),A(0)]$ is a number, so the two exponentials combine into one. For a thermal oscillator $\langle e^B\rangle=e^{\langle B^2\rangle/2}$ when $B$ is linear in $b,b^\dagger$. The average is therefore $\exp[\langle A^2\rangle-\langle A(t)A(0)\rangle]$, or

$$\exp\{-S[(2n+1)-(n+1)e^{-i\omega t}-n\,e^{i\omega t}]\},$$

where $n$ is the Bose occupation. Shift $t$ to $t-i\hbar\beta/2$ and put $x=\hbar\omega/2kT$. Because $(n+1)e^{-x}=ne^{x}=1/(2\sinh x)$, the exponent becomes $-S[\coth x-\cos\omega t/\sinh x]$.

The integrand is periodic. I keep one period, which assumes that phonon dispersion destroys the later recurrences. The sides of the shifted contour cancel by periodicity. For $S/\sinh x\gg1$ the peak at $t=0$ is Gaussian, and $\coth x-1/\sinh x=\tanh(x/2)$, so

$$w_q\simeq\frac{J^2}{\hbar^2}\sqrt{\frac{2\pi\sinh x}{S\omega^2}}\;e^{-S\tanh(x/2)} .$$

For small $x$ this returns (1). Including the $1/kT$ of the mobility and using $dx/d\beta=\hbar\omega/2$,

$$E_{\rm app}\simeq E_a\,\mathrm{sech}^2\frac{\hbar\omega}{4kT}-\frac{\hbar\omega}{4}\coth\frac{\hbar\omega}{2kT}-kT. \tag{7}$$

At 1000 K this gives 0.2612 eV; a direct sum over thermally weighted vibrational overlaps gives 0.2611 eV. The classical slope is 0.271 eV. At 600 K the sum gives 0.298 eV against the classical 0.322 eV. Tunnelling through the barrier therefore lowers the slope further. If the quantum mobilities are plotted as $\ln(\mu T^{3/2})$, the fit over 600 to 1200 K gives 0.385 eV: the compensated plot now misses the barrier by 4%, where the raw plot, at 0.279 eV, misses it by 30%.

## Second limit: stronger coupling

When the gap passes through zero at speed $u=|\dot X|$, first-order perturbation theory gives the probability of changing site as

$$P=\left|\frac J\hbar\int dt\,e^{iut^2/2\hbar}\right|^2=\frac{2\pi J^2}{\hbar u}.$$

For larger $J$ the Landau–Zener result $P=1-e^{-2\pi J^2/\hbar u}$ replaces it. A carrier that does not change site at the first pass goes onto the upper energy branch, turns round and crosses again. Assume that phase memory is lost between passes, so that probabilities and not amplitudes combine, and that the speed, and hence $P$, is the same at each pass. From that branch, let $r$ be the chance of ending on the new site. It must first remain on the upper branch, with probability $P$; at the next pass it leaves to the new site with probability $1-P$, or remains and repeats the situation. Thus $r=P[(1-P)+Pr]$, so $r=P/(1+P)$, and the total chance is

$$\kappa=P+(1-P)\,r=\frac{2P}{1+P}.$$

The rate is the thermal flux of first crossings, weighted by $\kappa$. For small $P$, $\kappa\simeq2P\propto1/u$ cancels the speed in the flux and (1) follows. For $P\to1$ the speed remains. Its thermal mean grows as $T^{1/2}$ and cancels the $T^{-1/2}$ of the gap density, leaving $w=(\omega/2\pi)e^{-E_a/kT}$. The mobility then varies as $T^{-1}e^{-E_a/kT}$, and the shift is $kT$ instead of $3kT/2$.

For the example, with $\hbar\omega=0.05$ eV, the averaged rate at 1000 K is 0.75 of (1), and the shift is $1.40\,kT$, giving a slope of 0.279 eV. The case is mostly, not fully, nonadiabatic. This estimate treats the lattice classically and leaves the barrier unchanged. In the adiabatic limit the coupling lowers the barrier itself by about $J$, which would be 0.02 eV here. That is a change in the barrier, not a prefactor correction, and the power of $T$ that compensates the prefactor does not remove it. It raises the rate and lowers the slope, opposite to the Landau–Zener correction, and its full size exceeds the 0.009 eV rise found above. The Landau–Zener formula also needs a nearly constant speed through the crossing, whereas the quantum energy scale of the crossing, $[(\hbar\omega)^2\lambda/4]^{1/3}=0.10$ eV, is here larger than $kT$. The values 0.75 and 0.279 eV therefore describe the classical model with a fixed barrier; they fix neither the size nor the sign of the net effect of finite $J$ on the slope in this example.

## Third limit: static disorder

In an amorphous film the site energies $\varepsilon_i$ vary. A chain can be solved. In a weak field each bond carries a current equal to its equilibrium hop flux times the drop in electrochemical potential over $kT$. The bonds are in series, so their resistances add, and

$$\mu=\frac{ea^2}{kT}\,\frac{1}{\langle e^{-\beta\varepsilon_i}\rangle\,\langle e^{\beta\varepsilon_i}/w_{i,i+1}\rangle}.$$

With $\Delta=\varepsilon_{i+1}-\varepsilon_i$, equation (3) gives

$$\frac{e^{\beta\varepsilon_i}}{w_{i,i+1}}=\frac1w\,e^{\beta(\varepsilon_i+\varepsilon_{i+1})/2}\,e^{\beta\Delta^2/4\lambda}.$$

For independent Gaussian energies of standard deviation $s$, the sum and difference of neighbours are independent, each with variance $2s^2$. The averages are $e^{\beta^2s^2/2}$ for the first bracket and $e^{\beta^2s^2/4}(1-\beta s^2/\lambda)^{-1/2}$ for the second, apart from $1/w$. Disorder therefore adds $-\tfrac34\beta^2s^2+\tfrac12\ln(1-\beta s^2/\lambda)$ to $\ln\mu$. For $kT\ll\lambda$ and $s^2\ll\lambda kT$ the slope gains

$$\delta E_{\rm app}\simeq\frac{3s^2}{2kT}. \tag{8}$$

This has the opposite sign to the prefactor shift and equals it in size at $s=kT$. With the small logarithmic term kept, the two cancel at 1000 K for $s=0.085$ eV. Steady-state solutions for random rings at that width give an added 0.129 eV, the size of the missing $3kT/2$. At $s=0.05$ eV they give 0.044 eV.

A local slope equal to $E_a$ is therefore possible in a disordered chain, but as a cancellation at one temperature: (8) falls on heating while $3kT/2$ grows. A line fitted over an interval can also give $E_a$, by averaging local slopes that lie above and below it. In three dimensions carriers can go round unfavourable sites, so the coefficient in (8) should not be carried over to a film.

## Bearing on a real oxide

The parameters lie in the rough regime of electron polarons in reduced ceria, where the carrier sits in a compact Ce 4f orbital and activation energies are a few tenths of an eV. The value of $J$ is an assumption. Doubling it would multiply the mobility (4) by four without changing (5), though it would also take the system further from the nonadiabatic limit.

Thermal expansion matters little through the hop length and the coupling. If $a$ grows with a rough coefficient $\alpha=1.2\times10^{-5}$ K$^{-1}$ and $J\propto e^{-\gamma a}$ with $\gamma=10$ nm$^{-1}$, then $-d/d\beta=kT^2\,d/dT$ gives a slope change of $2\alpha kT^2(1-\gamma a)=-0.006$ eV at 1000 K, with the barrier held fixed. A barrier that itself varies with temperature adds $-T\,dE_a/dT$ through the exponential, which can be much larger: a rise of 1% per 100 K would lower the slope at 1000 K by 0.04 eV. At 1000 K a field of 1 MV/cm along a cube axis changes the model mobility by 0.3%; the change is slightly larger along other directions and grows on cooling, to about 1% at 600 K.

The derivation also assumes that all carriers are free and dilute, which need not hold in a real sample. Conductivity has the slope of the mobility only if the density of mobile carriers is constant. Suppose that a fraction $f=1/(1+Ke^{E_b/kT})$ is free, with binding energy $E_b$ to defects and a constant $K$, as when the defects far outnumber the carriers. Then $-d\ln f/d\beta=(1-f)E_b$ is added to the slope. For an illustrative $E_b=0.1$ eV with half the carriers bound, this is 0.05 eV, more than a third of the prefactor shift at 1000 K and opposite to it. In reduced ceria each oxygen vacancy supplies two electrons, so $K$ need not be constant there and the shift can differ.

## Requested changes

The value 0.294 eV should be reported as the Arrhenius energy of the mobility between 600 and 1200 K, not as a barrier. If nonadiabatic hopping is assumed, the barrier should be taken from $\ln(\mu T^{3/2})$, and the assumption supported by independent estimates of $J$ and the phonon energy, because the fit quality cannot reliably choose between the powers 1 and $3/2$ of $T$ once scatter reaches a few per cent. The reorganization energy should then be recalculated, with the lowering of the slope by quantum phonons estimated from (7). If the phonon energy is not known, this lowering remains a systematic uncertainty. For an amorphous sample, the width of the site energies must be estimated before any slope is read as $\lambda/4$. The program computes the main values used in this comment.

## Computed values

```
barrier Ea = 0.400 eV, reorganization energy = 1.600 eV
coupling J = 0.020 eV, phonon energy = 0.050 eV
hop length = 0.380 nm, neighbours = 12
kT at 1000 K = 0.08617 eV, 3kT/2 = 0.12926 eV
mean potential energy in well at 1000 K = 0.04309 eV
hop rate at 1000 K = 2.7965e+10 1/s
Arrhenius energy of hop rate at 1000 K = 0.35691 eV
mobility at 600 K = 9.1341e-05 cm2/Vs
local Arrhenius energy at 600 K = 0.32244 eV
mobility at 1000 K = 9.3721e-04 cm2/Vs
local Arrhenius energy at 1000 K = 0.27074 eV
mobility at 1200 K = 1.5454e-03 cm2/Vs
local Arrhenius energy at 1200 K = 0.24489 eV
chord 600-1200 K: energy = 0.29248 eV
chord effective temperature = 831.8 K
line fit of ln(mu), 13 points: energy = 0.29378 eV
shortfall of fitted energy = 26.6 % of Ea
fit R squared = 0.99880
largest fit residual in ln(mu) = 0.0608
fit of ln(mu T^1.5): energy = 0.40000 eV
fit of ln(mu T): energy = 0.36459 eV
mobility error factor, slope used as barrier, 1000 K = 5.447
Arrhenius line at 300 K = 3.266e-07 cm2/Vs
classical model at 300 K = 1.128e-07 cm2/Vs
quantum phonons at 300 K = 3.682e-07 cm2/Vs
line / classical at 300 K = 2.895
quantum / classical at 300 K = 3.264
quantum-phonon local energy at 600 K = 0.29785 eV
  change from classical = -0.02459 eV
quantum-phonon local energy at 1000 K = 0.26114 eV
  change from classical = -0.00960 eV
quantum phonons, fit of ln(mu): 0.27901 eV
quantum phonons, fit of ln(mu T^1.5): 0.38523 eV
Landau-Zener rate / nonadiabatic rate, 1000 K = 0.7503
Landau-Zener local energy at 1000 K = 0.27936 eV
  shift below Ea in units of kT = 1.3999
strong-coupling shift, no barrier lowering = 1.0000 kT
disorder width = 0.050 eV, 1D ring adds 0.04420 eV
  1D formula adds 0.04431 eV
1D disorder width that hides 3kT/2 = 0.08537 eV
  ring at that width adds 0.12879 eV
expansion coefficient = 1.20e-05 1/K
decay constant of J = 10.0 1/nm
energy change from expansion = -0.00579 eV
mobility change at 1 MV/cm, 1000 K = 0.274 %
```
